# Appendix: the one-loop Darwin coefficient in $\overline{\rm MS}$ and the ultrasoft dipole loop

## A.1 Form of the result

An electron of mass $m$ and charge $-e$ moves slowly in a static field $\mathbf E$ with potential energy $V$, so that $e\mathbf E=\nabla V$. The correction to its Hamiltonian that is linear in $\mathbf E$, independent of spin and has one further derivative must be Hermitian, a scalar, and even under parity and time reversal. The candidates are $\{\mathbf p\cdot,\mathbf E\}$ and $i[\mathbf p\cdot,\mathbf E]=\hbar\nabla\cdot\mathbf E$. The first is odd under time reversal, because $\mathbf p$ is odd and $\mathbf E$ even. The only short length is $\hbar/mc$, so the operator is

$$H_D=c_D\,\frac{\hbar^2}{8m^2c^2}\nabla^2V ,\tag{1}$$

with $c_D$ dimensionless and the factor $1/8$ chosen so that the Dirac equation gives $c_D=1$. The coefficient collects the physics of the scale $mc^2$, so it can depend only on $\alpha$ and on the ratio of $mc^2$ to a subtraction energy $\mu$. A one-loop integral with a simple pole $1/\epsilon$ multiplies $(\mu/mc^2)^{2\epsilon}$ and yields one logarithm, hence $c_D=1+(\alpha/\pi)[a\ln(mc^2/\mu)+b]$. In the bound state the only other place where $\mu$ can appear at this order is a loop of photons with energy comparable to the excitation energies $\Delta$, as $\ln(\mu/\Delta)$. The calculation gives $a=8/3$, $b=0$, and the same coefficient for both logarithms.

The statement holds under these conditions: order $\alpha$ only; on-shell renormalization of the electron; vacuum polarization kept in its own photon operator (it multiplies the whole vertex by a function of $q^2$, and moving it into (1) by the field equations changes $b$); a static source; and one regulator $D=4-2\epsilon$, $d=D-1$, with one $\mu$ in all three theories. The coupling is $e^2\tilde\mu^{2\epsilon}$ with $\tilde\mu^2=\mu^2e^{\gamma}/4\pi$, where $\gamma$ is Euler's constant. Sections A.2 and A.3 compute dimensionless functions of $t=q^2/(mc)^2$ and set $\hbar=c=\varepsilon_0=m=1$, $e^2=4\pi\alpha$; from A.4 on all constants are kept. The metric is $(+,-,\dots,-)$ and $\sigma^{\mu\nu}=\tfrac i2[\gamma^\mu,\gamma^\nu]$, so $\gamma^\mu\gamma^\nu=g^{\mu\nu}-i\sigma^{\mu\nu}$.

## A.2 Matching to the form factors

The on-shell vertex for $p\to p'=p+q$ is $\Gamma^\mu=F_1(t)\gamma^\mu+F_2(t)\,i\sigma^{\mu\nu}q_\nu/2$. Scattering from a static potential has amplitude $\tilde V(\mathbf q)\,\bar u'\Gamma^0u/\sqrt{4EE'}$, to be compared with $\tilde V(\mathbf q)(1-c_D\mathbf q^2/8)$ from (1). Take $\gamma^0\chi=\chi$, $\chi^\dagger\chi=1$ and

$$u=\frac{(E+1)-\mathbf p\cdot\boldsymbol\gamma}{\sqrt{E+1}}\chi,\qquad \bar u'=\chi^\dagger\frac{(E'+1)-\mathbf p'\cdot\boldsymbol\gamma}{\sqrt{E'+1}},$$

which gives $u^\dagger u=2E$. The spinor $\gamma^i\chi$ has $\gamma^0=-1$, so $\chi^\dagger\gamma^i\chi=0$, and the spin-independent part of $\gamma^i\gamma^j$ is $-\delta^{ij}$ in any dimension. For $\gamma^0$ the numerator is $(E+1)(E'+1)+\mathbf p\cdot\mathbf p'\simeq4+\mathbf p^2+\mathbf p'^2+\mathbf p\cdot\mathbf p'$. The denominator is $\sqrt{4EE'(E+1)(E'+1)}\simeq4[1+\tfrac38(\mathbf p^2+\mathbf p'^2)]$. The ratio is $1-\tfrac18(\mathbf p^2+\mathbf p'^2)+\tfrac14\mathbf p\cdot\mathbf p'=1-\mathbf q^2/8$.

For the Pauli term $i\sigma^{0\nu}q_\nu=-\tfrac12[\gamma^0,\not q]=\gamma^0\,\mathbf q\cdot\boldsymbol\gamma$. The two leading terms of the numerator are $-2\chi^\dagger(\mathbf q\cdot\boldsymbol\gamma)(\mathbf p\cdot\boldsymbol\gamma)\chi\to2\mathbf q\cdot\mathbf p$ and $+2\chi^\dagger(\mathbf p'\cdot\boldsymbol\gamma)(\mathbf q\cdot\boldsymbol\gamma)\chi\to-2\mathbf q\cdot\mathbf p'$. Their sum $-2\mathbf q^2$, divided by 4 and multiplied by $F_2/2$, is $-F_2\mathbf q^2/4$. Since $q^0$ is of second order in the momenta, $t\simeq-\mathbf q^2$ and $F_1\simeq F_1(0)-F_1'(0)\mathbf q^2$. Collecting the $\mathbf q^2$ terms,

$$c_D=F_1(0)+2F_2(0)+8F_1'(0)\tag{2}$$

with no dependence on $D$. This matters because $F_1'(0)$ has a pole, and an $O(\epsilon)$ change in the factor 8 would alter $b$.

Loop diagrams of NRQED do not modify (2). On shell the electron denominator is $-k^0+\mathbf p\cdot\mathbf k-\mathbf k^2/2$, and the expansion in $1/m$ leaves powers of $k^0$ and the photon denominator $k^2$. An integral with no scale obeys $I=\lambda^sI$ under $k\to\lambda k$ with $s\neq0$ for generic $\epsilon$, so it vanishes.

## A.3 The vertex in $D$ dimensions

In Feynman gauge, with internal electron momenta $k$ and $k'=k+q$, the factors $(-i)$ for the photon, $(ie)^2$ for the vertices and $i^2$ for the electrons combine to

$$\delta\Gamma^\mu=-ie^2\tilde\mu^{2\epsilon}\!\int\!\frac{d^Dk}{(2\pi)^D}\frac{\gamma^\nu(\not k'+1)\gamma^\mu(\not k+1)\gamma_\nu}{(k^2-1)(k'^2-1)(k-p)^2}.$$

Assign Feynman parameters $x,y,z$ to the three denominators, with $x+y+z=1$, $w=1-z$, and shift $l=k+yq-zp$. From $p'^2=1$ follows $p\cdot q=-t/2$, so $(yq-zp)^2=y^2t+yzt+z^2$. The combined denominator is $k^2+2k\cdot(yq-zp)+yt+z-w=l^2-M$ with $M=y(y+z-1)t+z^2-z+w=w^2-xyt$.

Write $k=l+b$, $k'=l+a$ with $b=zp-yq$, $a=zp+(1-y)q$. Terms odd in $l$ vanish. With $l_\alpha l_\beta\to l^2g_{\alpha\beta}/D$ and $\gamma^\nu\gamma^\mu\gamma_\nu=(2-D)\gamma^\mu$ applied twice, the quadratic term is $(D-2)^2l^2\gamma^\mu/D$. Anticommuting $\gamma_\nu$ through two and three matrices gives $\gamma^\nu\not A\not B\gamma_\nu=4A\cdot B-2\epsilon\not A\not B$ and $\gamma^\nu\not A\not B\not C\gamma_\nu=-2\not C\not B\not A+2\epsilon\not A\not B\not C$, so the $l$-independent part is

$$N^\mu=-2\not b\gamma^\mu\not a+4(a+b)^\mu-2\gamma^\mu+2\epsilon(\not a-1)\gamma^\mu(\not b-1).$$

Between on-shell spinors $\bar u'\not q u=0$, hence $\not q\gamma^\mu\not q=2q^\mu\not q-t\gamma^\mu\to-t\gamma^\mu$. With $S^\mu=i\sigma^{\mu\nu}q_\nu$ one has $\gamma^\mu\not q=q^\mu-S^\mu$ and $\not q\gamma^\mu=q^\mu+S^\mu$. The identity $\not p'\gamma^\mu+\gamma^\mu\not p\to2\gamma^\mu$ gives the Gordon relation $(p+p')^\mu\to2\gamma^\mu-S^\mu$. Each four-vector is rewritten in terms of the momentum of the spinor it touches. In the first term $b=zp'-(1-x)q$ and $a=zp+(1-y)q$, so

$$[z-(1-x)\not q]\gamma^\mu[z+(1-y)\not q]=\gamma^\mu[z^2+(1-x)(1-y)t]-z(1+z)S^\mu+z(x-y)q^\mu .$$

In the second, $a+b=z(p+p')+(x-y)q\to2z\gamma^\mu-zS^\mu+(x-y)q$. In the last, $a=zp'+xq$ and $b=zp-yq$, so

$$(x\not q-w)\gamma^\mu(-y\not q-w)=\gamma^\mu(w^2+xyt)-w^2S^\mu+w(y-x)q^\mu .$$

The $q^\mu$ terms are odd under $x\leftrightarrow y$ while $M$ is even, so they integrate to zero. The $S^\mu$ terms give $2z(1+z)-4z-2\epsilon w^2=-2zw-2\epsilon w^2$. Thus $N^\mu\to A\gamma^\mu+BS^\mu/2$ with

$$A=-2[(1-x)(1-y)t+1-4z+z^2]+2\epsilon(w^2+xyt),\qquad B=-4zw-4\epsilon w^2 .$$

Wick rotation and the Beta integral give $\int\!\frac{d^Dl}{(2\pi)^D}(l^2-M)^{-n}=\frac{i(-1)^n}{(4\pi)^{D/2}}\frac{\Gamma(n-D/2)}{\Gamma(n)}M^{D/2-n}$. Including the factor 2 of the Feynman formula, $2/(l^2-M)^3$ gives $-i\Gamma(1+\epsilon)M^{-1-\epsilon}$, and $l^2=(l^2-M)+M$ gives $i[2\Gamma(\epsilon)-\Gamma(1+\epsilon)]M^{-\epsilon}=i(D/2)\Gamma(\epsilon)M^{-\epsilon}$, both over $(4\pi)^{D/2}$. The prefactor is $e^2\tilde\mu^{2\epsilon}/(4\pi)^{2-\epsilon}=(\alpha/4\pi)L$ with $L=(e^\gamma\mu^2/m^2c^4)^\epsilon$. Using $(D-2)^2/2=2(1-\epsilon)^2$,

$$\delta F_1=\frac{\alpha L}{4\pi}\!\int\!\left[2(1-\epsilon)^2\Gamma(\epsilon)M^{-\epsilon}-\Gamma(1+\epsilon)AM^{-1-\epsilon}\right],\quad F_2=-\frac{\alpha L}{4\pi}\Gamma(1+\epsilon)\!\int\! BM^{-1-\epsilon}.$$

Set $x=ws$, $y=w(1-s)$, with measure $w\,dw\,ds$ on the unit square and $\int s(1-s)ds=1/6$. Then $M=w^2[1-s(1-s)t]$ is analytic at $t=0$, and three integrals suffice: $\int w^{-1-2\epsilon}=-1/2\epsilon$, $\int w^{-2\epsilon}=1/(1-2\epsilon)$, $\int w^{1-2\epsilon}=1/(2-2\epsilon)$. The first converges only for $\epsilon<0$; its pole comes from $w\to0$, where the photon is soft. Results below are in units of $(\alpha L/4\pi)\Gamma(1+\epsilon)$.

For the Pauli form factor, $-wBw^{-2-2\epsilon}=4w^{-2\epsilon}[1-(1-\epsilon)w]$, so $F_2(0)=4/(1-2\epsilon)-2=2(1+2\epsilon)/(1-2\epsilon)$.

At $t=0$, $1-4z+z^2=-2+2w+w^2$ gives $A_0=4-4w-2(1-\epsilon)w^2$ and $\int w^{-1-2\epsilon}A_0=-2/\epsilon-4/(1-2\epsilon)-1\equiv J$. With $\Gamma(\epsilon)=\Gamma(1+\epsilon)/\epsilon$, $\delta F_1(0)=(1-\epsilon)/\epsilon-J=3/\epsilon+4/(1-2\epsilon)=(3-2\epsilon)/[\epsilon(1-2\epsilon)]$. The external legs contribute $\delta Z_2=d\Sigma/d\not p$ at $\not p=1$. The same rules give $\Sigma=\frac{\alpha L}{4\pi}\Gamma(\epsilon)\int dz\,[D-(D-2)z\not p]M_\Sigma^{-\epsilon}$ with $M_\Sigma=w-zwp^2$. On shell $M_\Sigma=w^2$, $dM_\Sigma/d\not p=-2zw$ and $D-(D-2)z=2+(2-2\epsilon)w$. Differentiating the bracket gives $-\frac{2-2\epsilon}\epsilon\left[\frac1{1-2\epsilon}-\frac1{2-2\epsilon}\right]=-\frac1{\epsilon(1-2\epsilon)}$. Differentiating $M_\Sigma^{-\epsilon}$ gives $\int[4w^{-1}-4\epsilon-(4-4\epsilon)w]w^{-2\epsilon}=-\frac2\epsilon-\frac2{1-2\epsilon}$. The sum is $-(3-2\epsilon)/[\epsilon(1-2\epsilon)]=-\delta F_1(0)$, as the Ward identity requires, so $F_1(0)=1$. At order $\alpha$, $\delta Z_2$ multiplies the tree vertex and does not affect the slope.

The slope has three parts, with $dM/dt=-xy\to-w^2/6$. The first term of $\delta F_1$ gives $2(1-\epsilon)^2\cdot\frac16\cdot\frac1{2-2\epsilon}=\frac{1-\epsilon}6$; here $\Gamma(\epsilon)$ has become $\Gamma(1+\epsilon)$, so the slope is ultraviolet finite. Since $(1-x)(1-y)=1-w+xy$, the average of $dA/dt$ is $-2(1-w)-(1-\epsilon)w^2/3$, which contributes $-[1/\epsilon+2/(1-2\epsilon)-1/6]$. The derivative of $M^{-1-\epsilon}$ contributes $-(1+\epsilon)J/6$. The polynomial pieces add to $\frac{1-\epsilon}6+\frac16+\frac{1+\epsilon}6=\frac12$, the $1/\epsilon$ pieces to $-\frac1\epsilon+\frac{1+\epsilon}{3\epsilon}=-\frac2{3\epsilon}+\frac13$, and the rest to $[-2+\frac23(1+\epsilon)]/(1-2\epsilon)$:

$$F_1'(0)=\frac{\alpha L}{4\pi}\Gamma(1+\epsilon)\left[-\frac2{3\epsilon}+\frac56-\frac{4-2\epsilon}{3(1-2\epsilon)}\right].\tag{3}$$

As reference values for code, at $\epsilon=-0.25$ these closed forms give $F_1'(0)=3.063542$ and $F_2(0)=0.816944$ in units of $\alpha L/4\pi$.

Because $\Gamma(1+\epsilon)e^{\gamma\epsilon}=1+O(\epsilon^2)$, the prefactor is $1-2\epsilon\ln(mc^2/\mu)$, and the bracket tends to $-\frac2{3\epsilon}-\frac12$. Therefore $F_1'(0)=\frac\alpha\pi[-\frac1{6\epsilon}-\frac18+\frac13\ln\frac{mc^2}\mu]$ and $F_2(0)=\alpha/2\pi$. In (2) the constants $2F_2(0)=\alpha/\pi$ and $8(-\alpha/8\pi)$ cancel:

$$c_D^{\rm bare}=1+\frac{8\alpha}{3\pi}\left[-\frac1{2\epsilon}+\ln\frac{mc^2}\mu\right].\tag{4}$$

The pole is infrared in QED. The vanishing NRQED loop is the difference of an ultraviolet and an infrared pole. Its infrared pole must equal that of QED, since both theories describe soft photons alike, so its ultraviolet pole is $+1/2\epsilon$ in the bracket, and the pole in (4) is the counterterm that removes it. Minimal subtraction in the $\overline{\rm MS}$ convention leaves

$$c_D(\mu)=1+\frac{8\alpha}{3\pi}\ln\frac{mc^2}{\mu},\qquad \mu\frac{dc_D}{d\mu}=-\frac{8\alpha}{3\pi}.\tag{5}$$

The vanishing of $b$ belongs to this scheme: rescaling $\mu$ by a constant factor produces a nonzero $b$ and an opposite change in the low-energy loop.

## A.4 From NRQED to potential NRQED

For a source of charge $Ze$ with $Z\alpha\ll1$ the scales are $mc^2\gg Z\alpha\,mc^2\gg(Z\alpha)^2mc^2$. Potential NRQED removes photons with energy and momentum of the middle (soft) scale. For such a photon the kinetic energy is negligible against $k^0$, so the electron propagators are static. A photon emitted and reabsorbed by the electron around one Coulomb vertex sees the transfer $\mathbf q$ only in numerators, since the static source delivers no energy and the static propagators contain no spatial momentum. The integral is scaleless, and $c_D$ passes unchanged into the potential. A transverse photon cannot end on a static source. For a source of finite mass such exchanges are present and carry $\mathbf q$ in their denominators, so their integrals are not scaleless; this is why a static source is assumed. In momentum space $\tilde V=-Ze^2/\varepsilon_0\mathbf q^2$ in every dimension, so $\nabla^2V=(Ze^2/\varepsilon_0)\delta^{d}(\mathbf r)$ without $O(\epsilon)$ factors.

## A.5 The ultrasoft dipole loop

An ultrasoft photon has energy $\kappa=\hbar ck\sim(Z\alpha)^2mc^2$, while $r\sim\hbar/Z\alpha mc$, so $kr\sim Z\alpha$ and at leading order the field is taken at the source. The unitary operator $\exp[ie\mathbf r\cdot\mathbf A(0)/\hbar]$ turns $\mathbf p+e\mathbf A(0)$ into $\mathbf p$ and shifts the electric field in the radiation energy. The cross term is $e\mathbf r\cdot\mathbf E(0)$, and the term quadratic in $\mathbf r$ is proportional to $\int d^dk$, which is scaleless. With $H_0=\mathbf p^2/2m+V$, $\Delta_m=E_m-E_n$, and squared field amplitude $\kappa/2\varepsilon_0\mathcal V$ per mode in volume $\mathcal V$, second-order perturbation theory gives

$$\Delta E_{\rm us}=-\frac{e^2}{2\varepsilon_0}\frac{\tilde\mu^{2\epsilon}}{(\hbar c)^3}\sum_m\int\!\frac{d^d\kappa}{(2\pi)^d}\,\frac{\kappa\sum_{\rm pol}|\boldsymbol\epsilon\cdot\mathbf r_{mn}|^2}{\kappa+\Delta_m}.$$

The polarization sum is $\delta_{ij}-\hat k_i\hat k_j$, and the angular average of $\hat k_i\hat k_j$ is $\delta_{ij}/d$ by its trace, which gives $(d-1)/d$. The solid angle follows from the Gaussian integral, $\Omega_d=2\pi^{d/2}/\Gamma(d/2)$. The exact division

$$\frac1{\kappa+\Delta}=\frac1\kappa-\frac\Delta{\kappa^2}+\frac{\Delta^2}{\kappa^3}-\frac{\Delta^3}{\kappa^3(\kappa+\Delta)}$$

splits $-\kappa^d/(\kappa+\Delta)$ into three pure powers, which are scaleless, and $+\Delta^3\kappa^{-2\epsilon}/(\kappa+\Delta)$. The last integral converges for $0<\epsilon<\frac12$ and equals $\Delta^{3-2\epsilon}\Gamma(1-2\epsilon)\Gamma(2\epsilon)=\Delta^{3-2\epsilon}\pi/\sin2\pi\epsilon$; its pole is ultraviolet. With $e^2/\varepsilon_0=4\pi\alpha\hbar c$, the $d=3$ prefactor is $2\pi\alpha\cdot\frac23\cdot\frac{4\pi}{8\pi^3}=\frac{2\alpha}{3\pi}$. The ratio of $\Omega_d/(2\pi)^d=2/[(4\pi)^{d/2}\Gamma(d/2)]$ to its $d=3$ value is $(4\pi)^\epsilon\Gamma(\frac32)/\Gamma(\frac32-\epsilon)$, and $(4\pi)^\epsilon$ cancels against $\tilde\mu^{2\epsilon}$. Hence

$$\Delta E_{\rm us}=\frac{2\alpha}{3\pi\hbar^2c^2}\sum_m\Delta_m^3|\mathbf r_{mn}|^2U_m,\quad U=\frac{3-3\epsilon}{3-2\epsilon}\,\frac{\Gamma(\frac32)e^{\gamma\epsilon}}{\Gamma(\frac32-\epsilon)}\Big(\frac\mu\Delta\Big)^{2\epsilon}\!\frac\pi{\sin2\pi\epsilon}.\tag{6}$$

At $\epsilon=0.2$ and $\mu/\Delta=4.2857$ this expression is $U=6.0486$. To first order the first factor is $1-\epsilon/3$, and the second is $1+\epsilon[\psi(\frac32)+\gamma]=1+\epsilon(2-2\ln2)$, from $\psi(\frac12)=-\gamma-2\ln2$ (duplication formula) and $\psi(\frac32)=\psi(\frac12)+2$. Multiplying by $1/2\epsilon$,

$$U=\frac1{2\epsilon}-\frac16+1-\ln2+\ln\frac\mu\Delta=\frac1{2\epsilon}+\ln\frac{\mu}{2\Delta}+\frac56 .\tag{7}$$

The constant consists entirely of $O(\epsilon)$ factors times the pole; setting $(d-1)/d=2/3$ before expanding would turn $5/6$ into 1. For a lower-lying state, $\Delta<0$, the prescription $E_n\to E_n+i0$ gives $-\ln\Delta=-\ln|\Delta|+i\pi$. The real part is (7) with $|\Delta|$, and $-2\,{\rm Im}\,\Delta E_{\rm us}=4\alpha|\Delta|^3|\mathbf r_{mn}|^2/3\hbar^2c^2$ is the electric-dipole width.

## A.6 Cancellation

From $[H_0,\mathbf r]=-i\hbar\mathbf p/m$ follows $\Delta_m^2|\mathbf r_{mn}|^2=\hbar^2|\mathbf p_{mn}|^2/m^2$. Expanding the double commutator in an eigenstate gives $\langle[p_i,[H_0,p_i]]\rangle=2\langle p_i(H_0-E_n)p_i\rangle$, while $[H_0,p_i]=i\hbar\partial_iV$ and $[p_i,i\hbar\partial_iV]=\hbar^2\nabla^2V$. In any $d$, and for any local potential that leaves $\langle p_i(H_0-E_n)p_i\rangle$ finite (the Coulomb potential does, a hard wall does not),

$$\sum_m\Delta_m^3|\mathbf r_{mn}|^2=\frac{\hbar^4}{2m^2}\langle\nabla^2V\rangle .\tag{8}$$

Define $K=\frac\alpha{3\pi}\frac{\hbar^2}{m^2c^2}\langle\nabla^2V\rangle$. The radiative part of (1) with (4) is $K[-\frac1{2\epsilon}+\ln\frac{mc^2}\mu]$, since $\frac{8\alpha}{3\pi}\cdot\frac18=\frac\alpha{3\pi}$. The state-independent part of (7) in (6) is $K[\frac1{2\epsilon}+\ln\mu+\frac56]$, since $\frac{2\alpha}{3\pi}\cdot\frac12=\frac{\alpha}{3\pi}$. Both poles multiply the same $d$-dimensional expectation value, so the $O(\epsilon)$ parts of the wave function and of the source coupling drop out with them, and the limit $d\to3$ can be taken afterwards:

$$\Delta E=\frac{2\alpha}{3\pi\hbar^2c^2}\sum_m\Delta_m^3|\mathbf r_{mn}|^2\left[\ln\frac{mc^2}{2|\Delta_m|}+\frac56\right].\tag{9}$$

This is the spin-independent self-energy at leading order, free of $\mu$. For S states the spin-orbit operator has no expectation value and (9) is complete at order $\alpha(Z\alpha)^4$. For Coulomb states with $l>0$, $\psi(0)=0$ makes $K=0$: neither piece depends on $\mu$, the weights in (8) have both signs and sum to zero, only $-\ln|\Delta_m|$ survives, and the spin-orbit term must be added.

For the Coulomb 1S state $|\psi(0)|^2=Z^3/\pi a_0^3$ with $a_0=\hbar/\alpha mc$, so $K=\frac{\alpha}{3\pi}\frac{\hbar^2}{m^2c^2}\,4\pi Z\alpha\hbar c\,\frac{Z^3}{\pi a_0^3}$. Define the Bethe logarithm $\ln k_0$ as the average of $\ln[2\Delta_m/(Z\alpha)^2mc^2]$ with weights $\Delta_m^3|\mathbf r_{mn}|^2$. Then $\ln(mc^2/2\Delta)$ averages to $\ln(Z\alpha)^{-2}-\ln k_0$, and

$$\Delta E_{1S}=\frac{4\alpha(Z\alpha)^4mc^2}{3\pi}\left[\ln(Z\alpha)^{-2}-\ln k_0+\frac56\right].\tag{10}$$

By power counting the first omitted term is a contact operator from matching with two Coulomb exchanges, smaller than $K$ by one power of $Z\alpha$; its coefficient is not derived here. The result fails when $Z\alpha$ is not small, because the scale separation and the dipole approximation fail together.

## A.7 Spectral weights for 1S

Take $Z=1$, lengths in $a_0$ and energies in $E_h=\alpha^2mc^2$. The oscillator strength is $f=\frac23\Delta|\mathbf r|^2=\frac23|\mathbf p|^2/\Delta$, so the weight in (8) is $\frac32\Delta^2f$. Since $\mathbf p\psi_{1S}=i\hat{\mathbf r}\psi_{1S}$, only P states contribute, the angular sum over the three sublevels is 1, and $|\mathbf p|^2=(\int u_p\,2re^{-r}dr)^2$. At energy $-1/2n^2$ the regular solution is $u_p=N\phi$, $\phi=r^2e^{-r/n}{}_1F_1(2-n;4;2r/n)$. Termwise, $\int r^{3+j}e^{-\sigma r}dr=3!\,(4)_j\sigma^{-4-j}$ cancels the $(4)_j$ of the series and leaves a binomial series, $\int r^3e^{-\sigma r}{}_1F_1(a;4;\beta r)dr=6\sigma^{-4}(1-\beta/\sigma)^{-a}$. With $\sigma=(n+1)/n$ and $\beta/\sigma=2/(n+1)$,

$$\int2re^{-r}\phi\,dr=\frac{12n^4(n-1)^{n-2}}{(n+1)^{n+2}}=\frac{12\,e^{-2n\,{\rm artanh}(1/n)}}{(1-n^{-2})^2}.$$

For integer $n$, ${}_1F_1=L^{3}_{n-2}(\rho)/\binom{n+1}3$ with $\rho=2r/n$. Orthogonality gives $\int\rho^3e^{-\rho}L^2=(n+1)n(n-1)$, and the diagonal coefficient of $\rho$ in the three-term recurrence is $2n$. Then $N^{-2}=(n/2)^5\,2n\cdot36/[n(n^2-1)]$, or $N^2=4(n^2-1)/9n^5$. With $\Delta=(n^2-1)/2n^2$,

$$f_n=\frac{2^8n^5(n-1)^{2n-4}}{3(n+1)^{2n+4}},\qquad f_2=0.416197 .$$

For energy $k^2/2$ put $1/n=ik$; the overlap becomes $12e^{-2\arctan(k)/k}/(1+k^2)^2$. At large $r$ the outgoing part of $\phi$ follows from ${}_1F_1(a;4;\zeta)\to6e^\zeta\zeta^{a-4}/\Gamma(a)$ with $a=2+i/k$, $\zeta=2ikr$, and $\phi$ is real, so the incoming part is its conjugate. With $|i^{i/k}|=e^{-\pi/2k}$ the amplitude of the oscillation is $3e^{-\pi/2k}/k^2|\Gamma(a)|$, and $|\Gamma(a)|^2=(1+k^{-2})(\pi/k)/\sinh(\pi/k)$, so its square is $9(1-e^{-2\pi/k})/2\pi k(1+k^2)$. Normalization to $\delta(E-E')$ needs squared amplitude $2/\pi k$, because unit sines give $\frac\pi2\delta(k-k')=\frac\pi2k\,\delta(E-E')$. Hence $N^2=4(1+k^2)/9(1-e^{-2\pi/k})$, and with $\Delta=(1+k^2)/2$, $dE=k\,dk$,

$$\frac{df}{dE}=\frac{2^8\,e^{-4\arctan(k)/k}}{3(1+k^2)^4(1-e^{-2\pi/k})}.$$

## A.8 Example: the 1S level for a static point charge with $Z=1$

The bound sums are evaluated by series extrapolation in $n$, and the continuum integrals by tanh-sinh quadrature, with $k>1$ mapped to $u=1/k$. The total oscillator strength comes out as $1.000000$. The weights $\frac32\Delta^2f$ add to $0.135316$ over bound states and $1.864684$ over the continuum, together $2.000000\,E_h^3a_0^2$; in these units the right side of (8) is $2\pi|\psi(0)|^2=2$. The weighted average of $\ln(2\Delta/E_h)$ is $\ln k_0=2.984129$. The corresponding excitation energy $k_0E_h/2=4.309\times10^{-17}$ J is about ten times $E_h=4.360\times10^{-18}$ J. The continuum weight reaches far out because at large $k$, where $1-e^{-2\pi/k}\simeq2\pi/k$, it falls only as $k^4\cdot k^{-7}\cdot k\,dk=k^{-2}dk$. A cutoff at $k_{\max}$ therefore loses a fraction of the sum (8) that tends to $8/\pi k_{\max}$ (it is $0.22$ at $k_{\max}=10$ and $0.025$ at $k_{\max}=100$), and an implementation that cuts the exact spectrum at $k_{\max}$ retains a slope $d\Delta E/d\ln\mu$ of order $K/k_{\max}$, to be compared with the slopes $\mp K$ of the Darwin and ultrasoft pieces separately.

The inputs are $\alpha=7.29735256\times10^{-3}$ and $mc^2=8.1871058\times10^{-14}$ J, which give $8\alpha/3\pi=6.194185\times10^{-3}$, $\ln\alpha^{-2}=9.840487$ and $K/h=4\alpha^5mc^2/3\pi h=1085.150$ MHz. The bracket of (10) is $9.840487-2.984129+0.833333=7.68969$. For $\mu=\alpha^jmc^2$ the Darwin bracket is $\frac j2\ln\alpha^{-2}$ and the ultrasoft bracket is $7.68969-\frac j2\ln\alpha^{-2}$. At $j=1$, $c_D=1+6.194185\times10^{-3}\times4.92024=1.030477$, the Darwin shift is $1085.150\times4.92024=5339.2$ MHz, and the ultrasoft shift is $1085.150\times2.76945=3005.3$ MHz.

| $\mu$ | $c_D$ | Darwin (MHz) | ultrasoft (MHz) | sum (MHz) |
|---|---|---|---|---|
| $mc^2$ | 1.000000 | 0 | 8344.5 | 8344.5 |
| $\alpha mc^2$ | 1.030477 | 5339.2 | 3005.3 | 8344.5 |
| $\alpha^2mc^2$ | 1.060954 | 10678.4 | $-2333.9$ | 8344.5 |

At $\mu=mc^2$ the whole shift sits in the dipole loop. At $\mu=E_h$ the large logarithm sits in $c_D$, and the loop is negative because its bracket reduces to $\frac56-\ln k_0=-2.15080$. The total is $\Delta E/h=8344.5$ MHz, or $\Delta E=5.529\times10^{-24}$ J. These digits are the value of formula (10). As the self-energy of the static-source problem the number lacks a term of size $Z\alpha K/h=7.9$ MHz times an uncomputed coefficient; the literature value of that coefficient, not derived here, is $3\pi(\frac{139}{128}-\frac12\ln2)\approx7.0$, about $+55$ MHz, and the all-order self-energy for $Z=1$ is about $8396$ MHz, so (10) is low by roughly $0.6\%$ and fixes the level shift only to that accuracy; vacuum polarization and recoil are separate contributions.
